# Thermal runaway of a Joule-heated slab in a uniform field, part 2

A slab of thickness $L$, with faces held at $T_0$, is heated by a uniform electric field $E$ parallel to them. Its electrical conductivity is $\sigma=\sigma_0e^{a(T-T_0)}$; its thermal conductivity $\kappa$ and heat capacity per volume $C$ are constant. With $\theta=a(T-T_0)$, distance $\xi$ from the midplane in units of $L$, time $\tau$ in units of $CL^2/\kappa$, and drive $\lambda=a\sigma_0E^2L^2/\kappa$,

$$\theta_\tau=\theta_{\xi\xi}+\lambda e^\theta,\qquad \theta(\pm\tfrac12,\tau)=0. \tag{1}$$

A first integral gave all steady states, labelled by $y>0$:

$$\theta=2\ln\frac{\cosh y}{\cosh 2y\xi},\qquad \lambda=\frac{8y^2}{\cosh^2y}. \tag{2}$$

The largest drive, at $y_c\tanh y_c=1$, is

$$\lambda_c=8y_c^2\left(1-\frac1{y_c^2}\right)=8(y_c^2-1)=3.514. \tag{3}$$

There the midplane value is $\theta_m=1.187$. Below $\lambda_c$ there are a cooler and a hotter state; above it there are none, and an initially cold slab runs away. Numerically this took 2.22 time units at $1.03\lambda_c$ and 0.410 at $\lambda=5$.

For comparison, a current density $J$ crossing from face to face under voltage $V$ obeys

$$\frac{a\sigma_0V^2}{\kappa}=8\left(1-e^{-\theta_m}\right)<8. \tag{6}$$

The output list labels these cases by $j$, where $j^2=aJ^2L^2/(\kappa\sigma_0)$.

The second derivation asks when the steady state reached from zero field loses stability. A small disturbance $\psi(\xi)e^{-\mu\tau}$ of a symmetric steady state $\Theta(\xi)$ obeys

$$-\psi''-\lambda e^\Theta\psi=\mu\psi,\qquad\psi(\pm\tfrac12)=0. \tag{7}$$

Here $\mu$ is the lowest decay rate, and its mode $\psi$ is positive inside the slab. The scaling symmetry of the steady equation $\Theta''=-\lambda e^\Theta$ supplies $u=2+\xi\Theta'$, which satisfies $u''=-\lambda e^\Theta u$ but need not vanish at the faces. With heat flux $q=-\Theta'$ and face value $q_f=q(\tfrac12)$, $u=2-\xi q$ falls steadily from 2 at the midplane to $u_f=2-q_f/2$ at the face.

### The sign of the decay rate

Multiply (7) by $u$, integrate over the slab, and replace $\lambda e^\Theta u$ by $-u''$:

$$\mu\int u\psi\,d\xi=\int(u''\psi-u\psi'')\,d\xi=\left[u'\psi-u\psi'\right]_{-1/2}^{1/2}=2u_f\,|\psi'(\tfrac12)| . \tag{8}$$

The last step uses $\psi=0$ at the faces, with slopes of equal size and opposite sign there. If $u_f\ge0$, then $u$ is positive inside the slab, the integral on the left is positive, and $\mu$ has the sign of $u_f$.

If $u_f<0$, then $u$ vanishes at two points $\pm\xi_0$ inside the slab. Take the trial function equal to $u$ between them and zero outside. The lowest rate is the minimum, over functions $w$ that vanish at the faces, of

$$\frac{\int(w'^2-\lambda e^\Theta w^2)\,d\xi}{\int w^2d\xi}.$$

For this trial function an integration by parts makes the numerator zero. The function has a kink at $\pm\xi_0$, so it is not itself a mode, and the minimum lies below zero. Hence $\mu<0$.

The steady state is therefore stable for $q_f<4$, marginal at $q_f=4$, and unstable for $q_f>4$. Physically, at the threshold a scaled profile has the same face temperature to first order. The slab can change its temperature slightly without disturbing the balance between heating and cooling.

### The drive at the marginal point

To find $\lambda$ at $q_f=4$, follow the flux and the local heating $h=\lambda e^\Theta$. The steady equation reads $q'=h$. Differentiating $h$ gives $h'=h\Theta'=-qh=-qq'$. Thus $h+\tfrac12q^2$ is constant. Call the constant $8y^2$, its value at the midplane, where $q=0$. The flux then obeys

$$q'=8y^2-\tfrac12q^2,\qquad q(0)=0,$$

with solution

$$q=4y\tanh(2y\xi).$$

The check is immediate: $q'=8y^2/\cosh^2(2y\xi)=8y^2-8y^2\tanh^2(2y\xi)$. At the face $\Theta=0$ and $h=\lambda$, so

$$\lambda=8y^2-\tfrac12q_f^2,\qquad q_f=4y\tanh y. \tag{9}$$

Setting $q_f=4$ gives $y\tanh y=1$ and

$$\lambda_c=8y_c^2-8=3.514 .$$

This is the earlier number, now as a limit of stability. As $y$ goes from 0 to $y_c$, the face flux rises to 4 and $\lambda$ changes continuously from 0 to $\lambda_c$. Each intermediate drive therefore has a stable steady state.

Diagonalization of (7) on a grid gave a lowest rate of 5.13 at $y=0.8$ and −7.97 at $y=1.7$, with the predicted signs. Instability of the hotter branch also limits the meaning of the threshold: a slab that starts hot enough can run away below $\lambda_c$. At $0.97\lambda_c$, a numerical integration started from 1.1 times the hotter steady profile did so.

### Why no state lies beyond

Loss of stability alone would allow some other steady state at larger drive. Convexity of the heating law excludes it. Let $\Theta_c$ be the marginal state and $u_c$ its zero-rate mode, positive inside and zero at the faces. Suppose a steady state $\Theta$ existed at some $\lambda>\lambda_c$, and put $w=\Theta-\Theta_c$. Subtract the two steady equations, multiply by $u_c$ and integrate:

$$\int u_c(-w'')\,d\xi=\int u_c\left(\lambda e^\Theta-\lambda_ce^{\Theta_c}\right)d\xi .$$

Since $w$ and $u_c$ vanish at the faces, the left side equals $\int w(-u_c'')\,d\xi=\lambda_c\int u_ce^{\Theta_c}w\,d\xi$. Collecting terms,

$$0=\int u_c\left[(\lambda-\lambda_c)e^\Theta+\lambda_ce^{\Theta_c}(e^w-1-w)\right]d\xi .$$

The first term in the bracket is positive and the second is not negative, because $e^w\ge1+w$. The integral cannot vanish, so no such state exists.

### What each derivation assumes

Both derivations assume fixed face temperatures, constant $\kappa$, a uniform field and an exponential conductivity. They use these assumptions differently.

The first rests on a first integral, available because the temperature depends on one coordinate. It lists all steady states and gives the threshold as the top of a curve. It does not say which states are stable. It survives a change of conductivity law, at the price of a numerical quadrature.

The second rests on the scaling symmetry, which belongs to the exponential law, and on convexity. It identifies the stable state and gives the threshold a local signature: a face flux of $4\kappa/(aL)$. Its last step used neither scaling nor one dimension. It needs a marginal state with a positive mode and a convex heating law, so it also applies to other cross-sections of a long body that lies along the field, where the field can stay uniform, with fixed surface temperature.

The two conditions meet in one function. Differentiating the closed-form profile gives $y\,\partial\theta/\partial y=2y\tanh y-4y\xi\tanh2y\xi$, which equals $u$ when $y\tanh y=1$. At the top of the curve, the step to the neighbouring steady state is the marginal disturbance.

### A low-k film

Take an organosilicate low-k film with rough typical properties: $\kappa=0.4$ W/(m K), heat capacity 1.5 J/(cm³ K), relative permittivity 2.8. It is 200 nm thick, its faces are at 400 K, and it carries an in-plane field of 1 MV/cm across a gap of 2000 nm. The conduction is thermally activated with $E_a=0.6$ eV at this field. Expanding $-E_a/k_BT$ about $T_0$ gives

$$a=\frac{E_a}{k_BT_0^2}=0.0435\ \text{K}^{-1}.$$

The critical heating, referred to the face temperature, is

$$\sigma_0E^2=\frac{3.514\times0.4}{0.0435\times(2\times10^{-7})^2}\ \text{W/m}^3=8.1\times10^8\ \text{W/cm}^3 .$$

Dividing by the field gives a critical leakage of about 810 A/cm², also referred to the face temperature. The midplane is then $1.187/0.0435=27$ K hotter than the faces, each of which passes $1.8\times10^4$ W/cm². The time unit is 150 ns, so in the exponential model runaway takes about 330 ns at $1.03\lambda_c$ and 62 ns at $\lambda=5$, with the faces still held at 400 K. These times do not carry over to the full activated law. Its threshold lies 6.6% higher (see below), so at $1.03\lambda_c$ the film settles instead of running away, and at $\lambda=5$ it heats more slowly. At the threshold, charge relaxes in 0.31 ns, fast enough for the current distribution to follow the heating.

With an assumed leakage of $10^{-8}$ A/cm², the drive is only $4.4\times10^{-11}$. To see whether a stronger field could close the gap, raise it to a rough breakdown value of 5 MV/cm and remove the whole activation barrier, keeping the prefactor of the conductivity and the value of $a$ fixed. This multiplies $\lambda$ by $5^2e^{aT_0}$, where $aT_0=E_a/k_BT_0=17.4$, and gives 0.039. That is still about 90 times below the threshold. For these numbers and this cooling, homogeneous Joule heating does not start breakdown. A leakage 90 times larger would remove the margin of this estimate, but the estimate is a deliberate overstatement, because $a$ falls with the barrier. With $s=E_a/k_BT_0$ and a fixed prefactor, $\lambda\propto s\,e^{-s}$. Its largest value, at $s=1$, is $17.4\,e\approx47$ times below 0.039, and for $s$ below about 4 the activated law has no threshold at all.

### Corrections to the number

Let $f(\theta)=\sigma/\sigma_0$ and $k(\theta)=\kappa(T)/\kappa(T_0)$. Multiplying $(k\theta')'+\lambda f=0$ by $k\theta'$ and integrating as before gives

$$\lambda=2\left[\int_0^{\theta_m}\frac{k(\theta)\,d\theta}{\sqrt{\int_\theta^{\theta_m}f k\,d\theta'}}\right]^2. \tag{10}$$

The threshold is the first maximum over $\theta_m$, if there is one; the activated law below has none when $aT_0$ is below about 4. For $f=e^\theta$ and $k=1$, numerical quadrature returns 3.5138. The full activated law is $f=\exp[\theta/(1+\theta/aT_0)]$, which grows more slowly and raises the threshold by 6.6%. This law stays finite at high temperature, so the divergence in finite time belongs to the exponential model; a real film would be damaged before such temperatures mattered. A $\kappa$ rising by 0.1% per kelvin, a rough assumption, adds 1.2%. Cooling by the electrodes also raises the threshold. The cooler film near them conducts less and takes a larger share of the voltage, which weakens the field in the middle. This correction is of order $L$ divided by the gap, about a tenth here, and is left out. The 1% in the numerical output is only the squared ratio of $L$ to the gap, not a calculated change of the threshold.

Imperfect cooling of the faces matters more. Let each face have thermal resistance $R$ per unit area, and define $B=L/(\kappa R)$. The inner face then warms by $\theta_f=q_f/B$. Measured from that value, the profile is the old one with drive $\lambda e^{\theta_f}$. Hence

$$\lambda=\frac{8y^2}{\cosh^2y}\,e^{-4y\tanh y/B}. \tag{11}$$

For large $B$, the maximum of the first factor is stationary, so to first order only the exponent at $y_c$ counts, and the threshold is multiplied by $e^{-4/B}$.

A contact resistance of $10^{-8}$ m² K/W gives $B=50$ and lowers the threshold by 7.5%. Heat must also spread into the cladding. A long strip of width $b$ on a half-space of conductivity $\kappa_s$, with a heat sink at radius $r_s\gg b$, has a mean temperature rise per unit flux of

$$R_s=\frac{b}{\pi\kappa_s}\left(\ln\frac{r_s}{b}+\frac32\right).$$

The logarithm comes from radial flow through half-cylinders, and $\tfrac32$ from averaging $-\ln(|x-x'|/b)$ over pairs of points on the strip. With $b=2$ μm, $\kappa_s=150$ W/(m K) and $r_s=500$ μm, $R_s=2.98\times10^{-8}$ m² K/W. Treating this mean as a local resistance and adding the contact gives $B=12.6$ and a threshold 25% below 3.51.

### The model beside real interconnects

The film properties are typical in rough size, but the structure is not. Neighbouring lines in dense interconnects are far closer than 2000 nm, and the metal itself then removes heat, so the slab geometry fails. The assumed cladding also conducts heat unusually well. With poorer cooling of the faces the threshold can fall much further. For small $B$, equation (11) becomes $\lambda\simeq8y^2e^{-4y^2/B}$, whose maximum is $2B/e$. A cladding 100 times less conductive, with everything else held fixed, makes $R_s$ about $3\times10^{-6}$ m² K/W and $B$ about 0.17. If the electrodes remove no heat, the threshold falls to about 0.12, three times the barrier-free estimate of 0.039, which itself greatly overstates the drive. With faces this poorly cooled, electrodes held at $T_0$ would carry away much of the heat and raise the threshold substantially. The model also omits defect generation and local conducting paths. Once current concentrates in such a path, the average leakage no longer measures the local heating, and the slab threshold does not apply. The numerical output lists the values used here.

## Calculated quantities

```
y_c: 1.1997
Critical drive lambda_c, formula: 3.5138
Critical drive lambda_c, quadrature: 3.5138
Critical midplane theta: 1.1868
Lowest decay rate, lower branch y=0.8: 5.1259
Lowest decay rate, upper branch y=1.7: -7.9744
Settled midplane theta at 0.97 lambda_c: 0.919
Predicted midplane theta at 0.97 lambda_c: 0.91887
Runaway time at 1.03 lambda_c: 2.2159 time units
Runaway time at lambda=5: 0.41 time units
Upper bound on runaway time at lambda=5: 0.46426 time units
pi^2/e: 3.6308
Through-current j=2: a sigma_0 V^2/kappa=2.4634, midplane theta=0.3681
Through-current j=10: a sigma_0 V^2/kappa=7.0492, midplane theta=2.1299
Through-current j=100: a sigma_0 V^2/kappa=7.9851, midplane theta=6.2835
Field ratio, through-face limit to in-plane limit: 1.5089
Film thickness: 200 nm
Electrode gap: 2000 nm
Face temperature: 400 K
Activation energy: 0.6 eV
Film thermal conductivity: 0.4 W/(m K)
Film heat capacity: 1.5 J/(cm^3 K)
Relative permittivity: 2.8
Field: 1 MV/cm
Voltage across gap: 200 V
Assumed leakage: 1e-08 A/cm^2
Temperature coefficient a: 0.043517 1/K
Critical heating sigma_0 E^2: 8.0746e+08 W/cm^3
Critical conductivity sigma_0: 0.080746 S/m
Critical leakage at T0: 807.46 A/cm^2
Critical midplane temperature rise: 27.273 K
Critical flux through each face: 18384 W/cm^2
Thermal time unit: 150 ns
Runaway time at 1.03 lambda_c: 332.38 ns
Runaway time at lambda=5: 61.5 ns
Drive lambda at assumed leakage: 4.3517e-11
Critical over assumed leakage: 8.0746e+10
Rough breakdown field: 5 MV/cm
Upper estimate of lambda, barrier removed: 0.03947
Threshold change, Arrhenius law: 6.6187 %
Assumed relative slope of kappa: 0.001 1/K
Threshold change, kappa(T): 1.2101 %
Contact resistance per face: 1e-08 m^2 K/W
Cladding thermal conductivity: 150 W/(m K)
Distance to outer heat sink: 500 um
Spreading resistance per face: 2.98e-08 m^2 K/W
Biot number, contact and spreading: 12.563
Threshold change, contact only: -7.4811 %
Threshold change, contact and spreading: -24.839 %
End cooling, order (L/gap)^2: 1 %
Charge relaxation time at threshold: 0.30703 ns
```
